The a1 Singlet and t2 Triplet of an Ideal Silicon Vacancy

**1. What equivalence does not say**

Remove one atom from a silicon crystal and leave the others where they are. Each of the four neighbours has lost a bonding partner and keeps a dangling bond pointing into the hole. The four bonds are equivalent, and it is tempting to conclude that they give four orbitals of equal energy. That picture fails at the first question one asks of it: which orbitals do the electrons fill? It shows one level where there are two, and it misses the partly filled triplet that makes the neutral vacancy distort.

Equivalence means that symmetry carries each bond into every other. It does not make a single bond an eigenstate. Since the bonds are coupled, the stationary states are combinations of them, and their energies follow from a 4 × 4 problem.

Here "singlet" and "triplet" count orbitals: one orbital for a1, three degenerate orbitals for t2. They say nothing about total spin.

**2. Geometry, orbitals and assumptions**

Put the origin at the vacant site and let d be its distance from each neighbour. The neighbours lie at d/√3 times

site 1: (1, 1, 1)
site 2: (1, −1, −1)
site 3: (−1, 1, −1)
site 4: (−1, −1, 1)

These entries are called the site signs sx, sy, sz. On site i sits the real, normalized hybrid

φi = ½(s + √3 p·ni),

where ni is the unit vector from the site to the vacancy, and p·ni is the p orbital whose positive lobe points along ni. The weights are ¼ for s and ¾ for p.

Three assumptions enter. The electrons move in a mean field, so there is a one-electron Hamiltonian H. The surroundings are unrelaxed, so H has the full symmetry Td of a tetrahedron. Finally, the states are sought in the span of φ1 to φ4, which omits mixing with the back bonds and the bands.

A symmetry operation R takes site i to another site and turns ni into the inward direction there. The positive lobe still points inward, so R permutes the hybrids without changing any sign.

The mirror plane that exchanges x and y swaps sites 2 and 3 and leaves 1 and 4 in place. There are six such mirrors, one for each pair of sites. Successive swaps produce every permutation, so any pair of hybrids can be carried into any other pair. Because R preserves inner products and commutes with H,

⟨φi|H|φj⟩ = ⟨Rφi|H|Rφj⟩.

Hence only three numbers are needed:

α = ⟨φi|H|φi⟩
β = ⟨φi|H|φj⟩, i ≠ j
S = ⟨φi|φj⟩, i ≠ j

**3. Solving the four-orbital problem**

Write a state as ψ = Σj cj φj. Projecting Hψ = Eψ on φi gives

Σj ⟨φi|H|φj⟩ cj = E Σj ⟨φi|φj⟩ cj.

Let σ = c1 + c2 + c3 + c4. On the left, the diagonal term is αci and the other three give β(σ − ci). On the right, the same split gives ci + S(σ − ci). Therefore

(α − β)ci + βσ = E[(1 − S)ci + Sσ].  (1)

Add the four equations. The sum of ci is σ, and the constant terms appear four times:

(α − β + 4β)σ = E(1 − S + 4S)σ
(α + 3β)σ = E(1 + 3S)σ.

There are two possibilities. If σ ≠ 0, it can be cancelled:

E(a1) = (α + 3β)/(1 + 3S).  (2)

If σ = 0, equation (1) becomes (α − β)ci = E(1 − S)ci. At least one ci is nonzero, so

E(t2) = (α − β)/(1 − S).  (3)

The condition σ = 0 is one linear constraint on four coefficients and leaves three independent vectors, so level (3) is threefold. The vector (1, 1, 1, 1) satisfies (1) with energy (2) and supplies the fourth state.

The secular determinant confirms the count. Let J be the 4 × 4 matrix whose entries are all 1. The matrix "H minus E times overlap" is pI + qJ, with

p = α − β − E(1 − S), q = β − ES.

J multiplies (1, 1, 1, 1) by 4 and any vector with zero sum by 0. The eigenvalues of pI + qJ are thus p + 4q once and p three times, and their product is

det = [α + 3β − E(1 + 3S)] [α − β − E(1 − S)]³.

The overlap matrix is (1 − S)I + SJ, with eigenvalues 1 + 3S and 1 − S. Both must be positive if the four hybrids are linearly independent, which requires −1/3 < S < 1. The denominators in (2) and (3) are then positive.

**4. The states and their names**

The squared norm of φ1 + φ2 + φ3 + φ4 has four diagonal terms equal to 1 and twelve equal to S, so it is 4(1 + 3S). The normalized singlet is

ψa = (φ1 + φ2 + φ3 + φ4)/[2√(1 + 3S)].

For the triplet, take the site signs as coefficients:

ψx = (φ1 + φ2 − φ3 − φ4)/[2√(1 − S)]
ψy = (φ1 − φ2 + φ3 − φ4)/[2√(1 − S)]
ψz = (φ1 − φ2 − φ3 + φ4)/[2√(1 − S)]

Each coefficient vector sums to zero, so J drops out of the overlap matrix and the squared norm before division is (1 − S) × 4. The three vectors are mutually perpendicular, so the states are orthogonal as well.

To name the symmetry, count the hybrids left in place by each class of operations; this number is the character of the permutation.

E (1 operation): 4
C3 (8 operations): 1
C2 (3 operations): 0
S4 (6 operations): 0
σd (6 operations): 2

In the same order, the characters of A1 are 1, 1, 1, 1, 1 and those of T2 are 3, 0, −1, −1, 1. Multiplying characters, weighting by class size and dividing by the 24 operations gives

n(A1) = (4 + 8 + 0 + 0 + 12)/24 = 1
n(T2) = (12 + 0 + 0 + 0 + 12)/24 = 1.

These account for 1 + 3 = 4 states. Lower-case letters a1 and t2 denote orbitals of these symmetries.

The triplet transforms like the coordinates x, y, z. The half-turn about z reverses ψx and ψy but not ψz; the other half-turns act correspondingly. H therefore cannot couple two different members, since their matrix element would have to equal its own negative. A threefold rotation about (1, 1, 1) carries the members into one another, so their energies are equal. This argument uses only Td symmetry. Mixing with other orbitals can move the triplet, but cannot split it while H keeps that symmetry.

Symmetry also fixes some nodes. The half-turn about x leaves every point of the x axis in place but reverses ψz, so ψz vanishes on that axis. The same holds on the y axis. The plane z = 0 is not a mirror plane of the tetrahedron, however, and ψz need not vanish over all of it. The resemblance to an atomic p orbital concerns transformation, not detailed shape.

**5. Splitting and order**

Subtract (2) from (3) over a common denominator. The numerator is

(α − β)(1 + 3S) − (α + 3β)(1 − S)
= α − β + 3αS − 3βS − α − 3β + αS + 3βS
= 4(αS − β).

Hence

E(t2) − E(a1) = 4(αS − β)/[(1 − S)(1 + 3S)].  (4)

The denominator is positive, so a1 is lower exactly when β < αS. A negative β alone is not enough. Indeed, adding a constant C to H changes α to α + C and β to β + CS. With S ≠ 0 the sign of β depends on the zero of energy, whereas αS − β does not:

(α + C)S − (β + CS) = αS − β.

The meaningful coupling is γ = β − αS. Subtracting α from (2) and (3) gives

E(a1) − α = 3γ/(1 + 3S)
E(t2) − α = −γ/(1 − S).

Three cases show how this works.

For S = 0, the levels are α + 3β and α − β. The singlet moves three times as far as each triplet member, the mean of the four levels stays at α, and the splitting is −4β.

For γ = 0, all four levels equal α even though β may be nonzero. This is the condition under which the naive fourfold level would be right. It also arises when the neighbours are so far apart that β and S both vanish.

For γ > 0, the order is reversed. Take α = −10 eV, β = −0.5 eV and S = 0.1. Then αS = −1 eV lies below β, and

E(a1) = (−10 − 1.5)/1.3 = −8.85 eV
E(t2) = (−10 + 0.5)/0.9 = −10.56 eV.

Here β is negative and the triplet is nevertheless lower.

**6. A microscopic model with numbers**

The following model has round parameters. It shows how α, β and S follow from explicit orbitals; its energies are not predictions for silicon. Nor are they the lowest levels of the Hamiltonian written below. One s and three p Gaussians of the same width on every site already give four levels between −11.5 and −10.7 eV, and by the variational principle the four lowest levels of that Hamiltonian can only lie at or below these. In the crystal, the other three hybrids of each neighbour are tied up in back bonds. Here the restriction to the four inward hybrids is simply imposed, and all levels quoted are levels within their span. The Hamiltonian is

H = −ħ²∇²/(2mₑ) − V₀ Σi exp[−ρi²/(2w²)],

where ρi is the distance from site i, V₀ = 30 eV and w = 0.10 nm. With ρi also written as a vector from site i, the hybrids are

φi = ½(πa²)^(−3/4) [1 + √6 ni·ρi/a] exp[−ρi²/(2a²)],

with a = 0.10 nm. The factor √6 is √3 from the hybrid times √2 from normalizing the p orbital: in the squared s Gaussian, the mean of (ni·ρi)² is a²/2.

The neighbour distance is d = 0.24 nm. Two site vectors differ by 2 in two components, so the neighbours are 2√2 d/√3 = 0.392 nm apart. Numerical integration gives

α = −4.777 eV
β = −1.551 eV
S = 0.1247.

The integration grid has no tetrahedral symmetry, yet equivalent integrals agree to within rounding error. The levels are

E(a1) = (−4.777 − 4.653)/1.374 = −6.863 eV
E(t2) = (−4.777 + 1.551)/0.8753 = −3.685 eV.

Direct diagonalization of the two computed matrices gives the same singlet and three equal upper levels.

For the order, compare β = −1.551 eV with αS = −0.595 eV. Since β is lower, a1 lies below t2, and

E(t2) − E(a1) = 4(−0.595 + 1.551)/(0.8753 × 1.374) = 3.18 eV,

or 5.09 × 10⁻¹⁹ J. Using −4β instead would give 6.20 eV, about 95 % too much. That percentage is not a measure of the overlap alone, because β depends on the zero of energy, which here is the potential far from the wells. If the zero is moved to α, β becomes γ = −0.956 eV and −4γ = 3.82 eV, about 20 % too much. What remains is the effect of the denominator, (1 − S)(1 + 3S) = 1.203. Formula (4) gives the same splitting for either zero.

The wavefunctions show the difference in character. At the vacancy centre ψa has amplitude 4.41 nm^(−3/2), while ψz vanishes. At (0.07, 0.07, 0) nm, ψz is 2.66 nm^(−3/2), which confirms that z = 0 is not a nodal plane.

**7. The same levels in an orthogonal basis**

For the distortion it is convenient to replace the φi by symmetrically orthogonalized hybrids. If M is the overlap matrix, the Hamiltonian matrix becomes M^(−1/2) H M^(−1/2). Both M and H are combinations of I and J, so the new matrix is too. It has one diagonal element α′ and one off-diagonal element β′, with no overlap:

E(a1) = α′ + 3β′, E(t2) = α′ − β′.

Subtracting the equations gives β′, and substituting back gives α′:

β′ = [E(a1) − E(t2)]/4
α′ = [E(a1) + 3E(t2)]/4.

In the model β′ = −0.795 eV and α′ = −4.480 eV. The splitting is now exactly −4β′. The familiar formula without overlap is thus sound if its parameters refer to orthogonalized orbitals; the error in section 6 came from inserting the β of overlapping ones.

**8. Why the triplet leads to distortion**

In the neutral vacancy each neighbour contributes one dangling-bond electron. With a1 lower and the lowest orbitals filled, two electrons occupy a1 and two enter t2, which has room for six. Now displace each neighbour by

u(−sx, −sy, 2sz)/√6.

The squared length of the bracket is 1 + 1 + 4 = 6, so every atom moves by |u|. Sites 1 and 4 share the sign of z, as do sites 2 and 3. For u > 0 the atoms within each of these pairs approach each other.

The remaining symmetry, which includes the S4 operation about z, still makes all four sites equivalent. It also makes pairs 14 and 23 equivalent to each other, and likewise the other four pairs. Let the off-diagonal element of pairs 14 and 23 change by −η, and that of the other pairs by δ.

To find δ, add the corresponding distortions along x, y and z. The x component of their sum is proportional to 2sx − sx − sx = 0, and the other components vanish likewise. To first order in u, the changes caused by the three distortions must then add to zero. A given pair shares exactly one coordinate sign, so it changes by −η in one distortion and by δ in two:

−η + 2δ = 0, δ = η/2.

The diagonal element changes equally in all three, so its first-order change is zero.

Let P be the matrix that swaps sites 1 and 4 and also sites 2 and 3. The change of the Hamiltonian is

ΔH = (η/2)(J − I) − (3η/2)P.

Its diagonal is η/2 − η/2 = 0, its elements for pairs 14 and 23 are η/2 − 3η/2 = −η, and the rest are η/2, as required. On the triplet J gives zero. P leaves the z vector (1, −1, −1, 1) unchanged and reverses the x and y vectors. Hence

ΔE(z) = −η/2 − 3η/2 = −2η
ΔE(x) = ΔE(y) = −η/2 + 3η/2 = +η.

On a1, J gives 4 and P gives 1, so the change is 3η/2 − 3η/2 = 0. The triplet splits into a singlet and a doublet with its mean unchanged to first order.

If η > 0, two spin-paired electrons in the z orbital lower the level sum by 4η. If η < 0, the doublet is lower and two electrons gain 2|η|. Because η is proportional to u, the gain is linear, whereas the elastic cost about the symmetric geometry is quadratic. At small u the linear term wins. This is the Jahn-Teller instability.

Write η = gu with g > 0 and let the quadratic cost be ½Ku², with K > 0. For u > 0 the energy change is

ΔE = −4gu + ½Ku².

Its derivative −4g + Ku vanishes at u = 4g/K, where ΔE = −16g²/K + 8g²/K = −8g²/K. For u < 0 the linear gain is 2g|u|, and the same steps give |u| = 2g/K and ΔE = −2g²/K. Along this coordinate, the distortion that brings atoms together in pairs is favoured by a factor of four in energy. The point at u < 0 is not even a minimum once other distortions are allowed: the two paired electrons occupy one orbital of a degenerate doublet, so a further distortion that separates x from y lowers the energy linearly again.

Occupation matters. With t2 empty there is no electron to gain energy from the splitting. With t2 full, the change is 2(−2η) + 4η = 0. The linear driving force for this distortion needs a partly filled triplet. That is not sufficient: with one electron in each of x, y and z the change is −2η + η + η = 0 as well. A breathing displacement, which keeps Td symmetry, shifts the levels linearly for any filling but does not split the triplet. Shear and trigonal displacements, of T2 symmetry, also split the triplet linearly; which distortion wins depends on the coupling and stiffness of each, and only the tetragonal one is followed here.

Electron repulsion may favour parallel spins in t2. The two electrons must then occupy different orbitals. For η > 0 they gain 2η − η = η, and for η < 0 they gain 2|η|. The gain is still linear, but the preferred sign of distortion is reversed. Which spin state wins is beyond the mean-field level sum used here.

**9. The distortion in numbers**

In the model of section 6, let each well and its hybrid move together while the hybrid directions stay fixed. The computed slope is η/u = 16.55 eV/nm. The singlet and doublet slopes are −33.11 and +16.55 eV/nm, in the derived ratio −2 : 1.

For u = +0.002 nm, η = 0.0331 eV. The linear formulas predict

singlet: −3.6850 − 0.0662 = −3.7512 eV
doublet: −3.6850 + 0.0331 = −3.6519 eV.

Diagonalization of the distorted model gives −3.7519 and −3.6517 eV. The sum of the four occupied levels falls by 0.134 eV, compared with the linear estimate 4η = 0.132 eV. The difference is about 1 % of the computed fall.

For u = −0.002 nm the doublet is lower, at −3.7179 eV, and the singlet lies at −3.6195 eV. The level sum falls by 0.066 eV, in agreement with 2|η| at this precision. Both signs lower the electronic sum, and the positive one does so about twice as much.

These sums contain no elastic energy, no repulsion between the ions and no correction for electron repulsion counted in a mean field. They establish the linear driving force in the model, not the size of the relaxation in silicon. Nor does the model place a1 or t2 relative to the crystal's band edges; that requires the band states omitted in section 2. The numerical output below gives the values to more digits.

Table of computed values

```
atom-vacancy distance d = 0.24 nm
atom-atom distance = 0.3919 nm
hybrid Gaussian width = 0.10 nm
well Gaussian width = 0.10 nm
well depth = 30.0 eV
class E: 1 operations, character 4
class C3: 8 operations, character 1
class C2: 3 operations, character 0
class S4: 6 operations, character 0
class sigma_d: 6 operations, character 2
multiplicity of A1 = 1, of T2 = 1
alpha = -4.77668 eV
beta = -1.55103 eV
overlap S = 0.124654 (no unit)
alpha*S = -0.59543 eV
largest spread among equivalent integrals = 2.8e-14 (eV or no unit)
levels by diagonalization = -6.86320, -3.68500, -3.68500, -3.68500 eV
E(a1) from formula = -6.86320 eV
E(t2) from formula = -3.68500 eV
splitting E(t2)-E(a1) = 3.17820 eV = 5.0920e-19 J
-4 beta, overlap ignored = 6.20413 eV
a1 coefficient on each hybrid = 0.42656 (no unit)
t2 coefficient magnitude = 0.53442 (no unit)
a1 amplitude at vacancy centre = 4.4146 nm^-3/2
z-like t2 amplitude at centre = 0.0000 nm^-3/2
z-like t2 amplitude at (0.07,0.07,0) nm = 2.6602 nm^-3/2
ordering test: alpha = -10.0 eV, beta = -0.5 eV, S = 0.1
ordering test: t2 = -10.5556 eV, a1 = -8.8462 eV
orthogonalized alpha' = -4.47955 eV
orthogonalized beta' = -0.79455 eV
eta/u = 16.5526 eV/nm
singlet slope = -33.1052 eV/nm
doublet slope = 16.5526 eV/nm
u = +0.002 nm: a1-derived level = -6.86341 eV
u = +0.002 nm: singlet = -3.75187 eV, doublet = -3.65174 eV
u = +0.002 nm: change of four-electron level sum = -0.13417 eV
u = -0.002 nm: a1-derived level = -6.86338 eV
u = -0.002 nm: singlet = -3.61946 eV, doublet = -3.71794 eV
u = -0.002 nm: change of four-electron level sum = -0.06625 eV
```
